# Substrate screening of a silicon core level in oxide near silicon

A silicon atom sits in silica at a distance \(d=0.50\) nm from a flat, abrupt interface with a silicon substrate. X-ray photoemission removes one of its core electrons. The substrate polarizes around the core hole and so changes the measured binding energy.

**Data and conventions.** The electronic dielectric constants are \(\varepsilon_{\rm ox}=2.1\) and \(\varepsilon_{\rm Si}=12\), and \(e^2/(4\pi\varepsilon_0)=1.43996\) eV nm. Silicon fills \(z<0\), oxide fills \(z>0\), and the hole is a point charge \(+e\) on the axis at \(z=d\). Energies are in eV and lengths in nm. Until part (e) the oxide has no outer surface.

**Assumptions.** The atom is neutral before ionization, and its potential then is the same at every position compared. The photoelectron ends far away. The main photoemission line belongs to the state in which the electrons have relaxed around the hole while the nuclei have not moved.

## (a) Which energy is needed?

*Express the difference in binding energy between this atom and one deep in thick oxide through the energy of the final state.*

**Answer.** The binding energy is the energy of the system with the hole minus its energy before ionization, up to a reference level common to both atoms:
\[
E_B(d)=E_{N-1}(d)-E_N(d).
\]
By assumption \(E_N\) is the same for both atoms. The final energy has three parts: the energy \(E_{\rm hole}\) of the ionized atom itself, the polarization energy \(P_{\rm ox}\) that it would have in unbounded oxide, and the extra energy \(W(d)\) due to the interface. Hence
\[
\Delta E_B=E_B(d)-E_B(\infty)
=[E_{\rm hole}+P_{\rm ox}+W(d)]-[E_{\rm hole}+P_{\rm ox}]=W(d).
\]
A negative \(W\) means that the ionized state is stabilized, so that less energy is needed to remove the electron.

## (b) The induced potential

*Find the potential that the interface polarization produces at the hole.*

**Answer.** Let \(R_1\) be the distance from the hole and \(R_2\) the distance from its mirror point at \(z=-d\). Try
\[
\phi_{\rm ox}=\frac{1}{4\pi\varepsilon_0\varepsilon_{\rm ox}}\left(\frac{e}{R_1}+\frac{q'}{R_2}\right),\qquad
\phi_{\rm Si}=\frac{1}{4\pi\varepsilon_0\varepsilon_{\rm Si}}\frac{q''}{R_1}.
\]
Each form satisfies Poisson's equation in its own region, because the charges \(q'\) and \(q''\) lie outside the region where they are used. If the interface conditions can also be met, uniqueness makes this the solution.

On the plane \(R_1=R_2=R\). Continuity of the potential gives
\[
\frac{e+q'}{\varepsilon_{\rm ox}}=\frac{q''}{\varepsilon_{\rm Si}}.
\]
At \(z=0\), \(\partial_z(1/R_1)=d/R^3\) and \(\partial_z(1/R_2)=-d/R^3\). Continuity of the normal displacement, \(-\varepsilon_0\varepsilon\,\partial_z\phi\), therefore gives
\[
e-q'=q''.
\]
Eliminating \(q''\),
\[
\varepsilon_{\rm Si}(e+q')=\varepsilon_{\rm ox}(e-q')
\quad\Rightarrow\quad
q'=e\,\frac{\varepsilon_{\rm ox}-\varepsilon_{\rm Si}}{\varepsilon_{\rm ox}+\varepsilon_{\rm Si}}.
\]
The hole is at a distance \(2d\) from the mirror point, so
\[
\phi_{\rm ind}=\frac{q'}{4\pi\varepsilon_0\varepsilon_{\rm ox}(2d)}.
\]
Silicon is more polarizable than the oxide, so \(q'\) is negative and attracts the hole.

## (c) From potential to energy

*Obtain \(W\), and confirm its numerical factor by a second argument.*

**Answer.** The induced potential is proportional to the charge that causes it. When the hole charge has grown to \(\lambda e\), the potential is \(\lambda\phi_{\rm ind}\), and adding \(e\,d\lambda\) costs \(\lambda e\phi_{\rm ind}\,d\lambda\). Thus
\[
W=\int_0^1\lambda e\phi_{\rm ind}\,d\lambda=\frac{e\phi_{\rm ind}}{2}
=-\frac{e^2}{16\pi\varepsilon_0\varepsilon_{\rm ox}d}\,
\frac{\varepsilon_{\rm Si}-\varepsilon_{\rm ox}}{\varepsilon_{\rm Si}+\varepsilon_{\rm ox}}.
\]
The product \(e\phi_{\rm ind}\) alone would describe a charge placed in a fixed external potential. Here the potential is created by the charge itself.

For the second argument, bring a full charge \(e\) from infinity. At height \(z'\) the image is \(2z'\) away and the force is
\[
F_z(z')=\frac{eq'}{4\pi\varepsilon_0\varepsilon_{\rm ox}(2z')^2}.
\]
The work done against it is
\[
W=-\int_\infty^d F_z\,dz'
=-\frac{eq'}{16\pi\varepsilon_0\varepsilon_{\rm ox}}\left[-\frac1{z'}\right]_\infty^d
=\frac{eq'}{16\pi\varepsilon_0\varepsilon_{\rm ox}d},
\]
which is the same result. The factor one half appears here because the image moves along with the charge.

## (d) The number and its limits

*Evaluate the reduction, and examine the limits of the formula.*

**Answer.** The image charge is
\[
\frac{q'}{e}=\frac{2.1-12}{2.1+12}=-0.7021,
\]
and the induced potential is
\[
\phi_{\rm ind}=\frac{1.43996\times(-0.7021)}{2.1\times1.00}\ {\rm V}=-0.481\ {\rm V}.
\]
Half of this, times \(e\), gives
\[
\Delta E_B=-0.241\ {\rm eV}\quad(-0.0177\ {\rm Ry}).
\]
The classical image model thus lowers the binding energy by 0.24 eV relative to deep oxide. Two numerical calculations that do not use the image charge support this. A grid solution of Poisson's equation gives \(-0.2407\) eV, and so does the integrated force of the interface charge found from the displacement condition.

If \(\varepsilon_{\rm Si}=\varepsilon_{\rm ox}\), the interface disappears electrically and \(W=0\). If \(\varepsilon_{\rm Si}\to\infty\), the substrate is a perfect metal and \(W=-0.343\) eV at the same distance. A substrate less polarizable than the oxide would raise the binding energy. Doubling \(d\) halves the shift. For \(d\to0\) the formula diverges, which signals the failure of a sharp interface with local dielectric constants at atomic distances.

## (e) An oxide film of finite thickness

*The oxide is now a film of thickness \(t=2.0\) nm with vacuum outside. Derive \(W\) for an atom at distance \(d\) from silicon, and compare atoms at 0.5 and 1.5 nm.*

**Answer.** Use the expansion
\[
\frac1{R_1}=\int_0^\infty dQ\,J_0(Q\rho)\,e^{-Q|z-d|},
\]
where \(\rho\) is the distance from the axis and \(Q\) the wavevector parallel to the interface. For each \(Q\), the potential in the film, in units of \(e/(4\pi\varepsilon_0\varepsilon_{\rm ox})\), is
\[
e^{-Q|z-d|}+A\,e^{-Qz}+B\,e^{-Q(t-z)}.
\]
The \(A\) term comes from the silicon interface and the \(B\) term from the vacuum surface.

Consider first a component \(e^{Qz}\) that meets silicon. It produces \(r_se^{-Qz}\) in the oxide and \(Te^{Qz}\) in the silicon. The two interface conditions are \(1+r_s=T\) and \(\varepsilon_{\rm ox}(1-r_s)=\varepsilon_{\rm Si}T\), so
\[
r_s=\frac{\varepsilon_{\rm ox}-\varepsilon_{\rm Si}}{\varepsilon_{\rm ox}+\varepsilon_{\rm Si}},
\qquad
r_v=\frac{\varepsilon_{\rm ox}-1}{\varepsilon_{\rm ox}+1},
\]
the second following by the same argument at the vacuum surface. Each response is its coefficient times the amplitude that arrives:
\[
A=r_s\left(e^{-Qd}+Be^{-Qt}\right),\qquad
B=r_v\left(e^{-Q(t-d)}+Ae^{-Qt}\right).
\]
Substituting each equation into the other, with \(D=1-r_sr_ve^{-2Qt}\), gives
\[
A=\frac{r_s\left(e^{-Qd}+r_ve^{-Q(2t-d)}\right)}{D},\qquad
B=\frac{r_v\left(e^{-Q(t-d)}+r_se^{-Q(t+d)}\right)}{D}.
\]
The induced potential at the hole is the integral of \(Ae^{-Qd}+Be^{-Q(t-d)}\). The factor one half from part (c) applies again, because the response is still linear:
\[
W=\frac{e^2}{8\pi\varepsilon_0\varepsilon_{\rm ox}}\int_0^\infty dQ\,
\frac{r_se^{-2Qd}+r_ve^{-2Q(t-d)}+2r_sr_ve^{-2Qt}}{1-r_sr_ve^{-2Qt}}.
\]
For \(t\to\infty\) the integral reduces to \(r_s/(2d)\), and part (c) is recovered.

Relative to unbounded oxide, the results are \(-0.231\) eV at 0.5 nm and \(+0.005\) eV at 1.5 nm. The grid solution gives the same values. At the outer position the positive \(r_v\) term, a repulsion from the less polarizable vacuum, slightly outweighs the negative terms. The inner atom has the lower binding energy, by 0.237 eV. This difference within one film happens to be close to the 0.241 eV of part (d), but it answers a different question, since its reference atom also feels both surfaces.

## (f) Silicon does not screen short waves as well

*Replace the constant 12 by the model*
\[
\varepsilon(q)=1+\left[\frac1{\varepsilon_{\rm Si}-1}+\frac{q^2}{k^2}\right]^{-1},
\]
*where \(k\) is the Thomas–Fermi wavevector of the valence electrons. Assume that these electrons are reflected specularly at the interface. Find the corrected shift.*

**Answer.** In local silicon the potential is \(\phi(0)e^{Qz}\), so that \(D_z(0^-)=-\varepsilon_0\varepsilon_{\rm Si}Q\phi(0)\). Define a surface dielectric function by the same ratio:
\[
\varepsilon_s(Q)=-\frac{D_z(0^-)}{\varepsilon_0Q\phi(0)}.
\]
The matching in part (e) then holds with \(\varepsilon_{\rm Si}\) replaced by \(\varepsilon_s(Q)\).

Specular reflection allows the silicon to be continued as a mirror image into \(z>0\). The potential is then even in \(z\) and \(D_z\) is odd, so \(D_z\) jumps at \(z=0\) by
\[
\sigma=-2D_z(0^-)=2\varepsilon_0Q\varepsilon_s\phi(0).
\]
This is the potential problem of a charged sheet in unbounded silicon. With \(q^2=Q^2+p^2\), where \(p\) is the wavevector along \(z\),
\[
\phi(0)=\int_{-\infty}^{\infty}\frac{dp}{2\pi}\frac{\sigma}{\varepsilon_0q^2\varepsilon(q)}
\quad\Rightarrow\quad
\frac1{\varepsilon_s(Q)}=\frac Q\pi\int_{-\infty}^{\infty}\frac{dp}{q^2\varepsilon(q)}.
\]
Let \(\kappa^2=k^2\varepsilon_{\rm Si}/(\varepsilon_{\rm Si}-1)\). Inverting the model gives
\[
\frac1{\varepsilon(q)}=1-\frac{k^2}{q^2+\kappa^2}.
\]
Divide by \(q^2\), separate the product into partial fractions, and use \(k^2/\kappa^2=1-1/\varepsilon_{\rm Si}\):
\[
\frac1{q^2\varepsilon(q)}=\frac{1}{\varepsilon_{\rm Si}}\frac1{q^2}
+\left(1-\frac1{\varepsilon_{\rm Si}}\right)\frac1{q^2+\kappa^2}.
\]
Since \(\int_{-\infty}^{\infty}dp/(p^2+b^2)=\pi/b\),
\[
\frac1{\varepsilon_s(Q)}=\frac1{\varepsilon_{\rm Si}}
+\left(1-\frac1{\varepsilon_{\rm Si}}\right)\frac{Q}{\sqrt{Q^2+\kappa^2}}.
\]
Long waves see \(\varepsilon_{\rm Si}\), and very short waves see 1.

A silicon cell of rough edge 0.543 nm holds eight atoms with four valence electrons each, a density \(n=32/(0.543\ {\rm nm})^3=199.9\ {\rm nm}^{-3}\). Then \(k_F=(3\pi^2n)^{1/3}=18.09\ {\rm nm}^{-1}\) and, with \(a_0\) the Bohr radius, \(k=\sqrt{4k_F/(\pi a_0)}=20.86\ {\rm nm}^{-1}\).

In thick oxide the weight \(e^{-2Qd}\) has the mean wavevector \(1/(2d)=1\ {\rm nm}^{-1}\). There \(\varepsilon_s=7.98\), well below 12, and
\[
r_s=\frac{2.1-7.98}{2.1+7.98}=-0.583
\]
instead of \(-0.702\). The full integral gives
\[
\Delta E_B=-0.20\ {\rm eV}.
\]
The correction is \(+0.038\) eV, or 16% of the local result. In the 2 nm film the same model gives \(-0.19\) eV at 0.5 nm and \(+0.01\) eV at 1.5 nm, a difference of \(-0.20\) eV.

Far from the interface the correction loses importance. For small \(Q\), the change in \(1/\varepsilon_s\), and hence in \(r_s\), is proportional to \(Q\). Since \(\int_0^\infty Qe^{-2Qd}dQ=1/(4d^2)\), the leading correction falls as \(1/d^2\), whereas the image energy falls as \(1/d\). Such a term is what a displaced image plane gives: in this model the correction is equivalent to moving the plane about 0.09 nm into the silicon.

## (g) How far can the result be trusted?

*Assess the choice of dielectric constant and the main uncertainties for a real oxide on silicon.*

**Answer.** A photoelectron of roughly 1400 eV crosses the outer 1.5 nm of the film in 0.068 fs. An oxide phonon of roughly 0.15 eV has a period of 27.6 fs. The nuclei therefore hardly move during the escape, and the electronic constant is appropriate. Using a rough static constant of 3.9 for the oxide, with silicon held at 12, would give \(-0.094\) eV, less than half the reduction. The comparison of times concerns the nuclei only. The plasma period of the silicon valence electrons, 0.25 fs, is also longer than the escape time, so this comparison cannot justify electronic relaxation in the main line, which remains an assumption.

The parameters are roughly those of a thin thermal oxide on silicon. A real interface has a transition region a few tenths of a nanometre wide, so the distance to an ideal plane is uncertain. In the local image formula, a change of 0.1 nm moves the shift to \(-0.301\) eV at 0.4 nm or \(-0.201\) eV at 0.6 nm. These changes, 0.04 to 0.06 eV, are comparable with the nonlocal correction. That correction itself depends on the model chosen for \(\varepsilon(q)\). If the term \(q^2/k^2\) in part (f) is multiplied by 1.563, a value fitted to semiconductors, and the free-electron term \(\hbar^2q^4/(4m^2\omega_p^2)\) is added to it, with \(m\) the electron mass and \(\omega_p\) the plasma frequency of the valence electrons, the correction in thick oxide grows from 0.038 to 0.050 eV and the shift becomes \(-0.19\) eV. Its sign rests on reflecting the electrons exactly at \(z=0\). Electrons that spill past the plane move the image plane outward: at the vacuum surface of a free-electron metal of the same density, treated self-consistently in the local density approximation, it lies about 0.09 nm outside the edge of the positive background, whereas specular Thomas–Fermi screening puts it \(1/k=0.05\) nm inside. Moving the reflecting plane 0.1 nm toward the atom returns the shift of part (f) to \(-0.24\) eV. The shape of the transition region also matters: a local layer 0.4 nm wide centred on the plane gives \(-0.24\) eV if \(1/\varepsilon\) varies linearly across it and \(-0.31\) eV if \(\varepsilon\) does. Nonlocal screening in the oxide and the atomic structure of the interface have not been estimated.

An oxide field adds an initial-state shift. In a film without a gate it needs charge farther from the silicon than the atoms, about \(2\times10^{12}\) elementary charges per cm\(^2\) for 1 MV/cm; charge at the silicon interface, compensated in the silicon, gives no field in the oxide above it. A field of 1 MV/cm changes the potential energy by 0.05 eV over 0.5 nm, with a sign set by its direction. Between atoms at 0.5 and 1.5 nm the change is twice as large, 0.10 eV, nearly half the screening difference.

The answer to the problem as set is a reduction of 0.24 eV. With specular reflection at an abrupt plane, nonlocal screening lowers this to about 0.2 eV. For a real interface the sign of the net correction is not established, since electron spill-out and a graded layer act the other way, and the substrate screening part is best quoted as roughly 0.2 to 0.3 eV. The screening part should be combined with chemical shifts and oxide fields before comparison with a measured line position.

## Computed values

```
oxide electronic dielectric constant: 2.1
silicon electronic dielectric constant: 12.0
distance from silicon: 0.50 nm
e^2/(4 pi eps0): 1.43996 eV nm
image charge: -0.7021 e
distance from hole to image: 1.00 nm
induced potential at the hole: -0.4814 V
binding-energy change, image formula: -0.2407 eV
same, main result converted: -0.01769 Ry
same, Poisson equation on grid: -0.2407 eV
same, work of interface-charge force: -0.2407 eV
film thickness: 2.0 nm
film, atom at 0.5 nm, formula: -0.2315 eV
film, atom at 0.5 nm, grid: -0.2315 eV
film, atom at 1.5 nm, formula: 0.0054 eV
film, atom at 1.5 nm, grid: 0.0054 eV
film, 0.5 nm minus 1.5 nm: -0.2368 eV
silicon lattice constant (rough): 0.543 nm
silicon valence density: 199.9 nm^-3
Fermi wavevector of that density: 18.09 nm^-1
Thomas-Fermi wavevector: 20.86 nm^-1
surface dielectric function at Q = 1 nm^-1: 7.98
nonlocal silicon, thick oxide: -0.2025 eV
change due to nonlocality: 0.0383 eV
nonlocal silicon, film, 0.5 nm: -0.1922 eV
nonlocal silicon, film, 1.5 nm: 0.0115 eV
nonlocal film, 0.5 nm minus 1.5 nm: -0.2037 eV
image formula at 0.4 nm: -0.3009 eV
image formula at 0.6 nm: -0.2006 eV
perfect-metal limit at 0.5 nm: -0.3428 eV
static oxide constant (rough): 3.9
image formula with static oxide: -0.0940 eV
oxide field taken: 1.0 MV/cm
size of field shift over 0.5 nm: 0.050 eV
photoelectron kinetic energy (rough): 1400 eV
time to cross 1.5 nm of oxide: 0.068 fs
oxide phonon energy (rough): 0.15 eV
oxide phonon period: 27.6 fs
```
